# Comment on cleaning tin from mirrors with molecular hydrogen: verification in Python

```python
"""
Result under test: H2 alone cannot remove tin at a useful rate near 300 K,
because Sn(s) + 2 H2 -> SnH4 is uphill in free energy. The emission flux is
capped by p_eq / sqrt(2 pi m k T), where p_eq is the equilibrium SnH4 pressure.
H atoms make SnH4 downhill, with a yield per incident atom
    Y = a / (4 + 3 r + 2 r^2 + r^3),   r = (b + k_d/F) / a,
a: probability that a hit adds H, b: probability that a hit abstracts H,
k_d: thermal loss rate of bound H, F: hits per surface site per second.
Energies refer to solid Sn and H2 at 0 K. Internal calculations use SI units.
Material inputs are rough; a, b and the loss barrier are illustrative.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import gammaln

k, h, eV, amu = const.k, const.h, const.e, const.atomic_mass
torr = const.torr
p_standard = 1.0e5
wavenumber = h * const.c * 100.0
year = const.year

# Rough material and molecular inputs
mass_H, mass_Sn = 1.008 * amu, 118.71 * amu
mass_H2, mass_SnH4 = 2 * mass_H, mass_Sn + 4 * mass_H
formation_energy = 1.8 * eV
H2_bond_energy = 4.48 * eV
tin_binding = 3.1 * eV
debye_temperature = 150.0
tin_density = 7300.0
bond_length = 0.171e-9
SnH4_modes = np.array([1900.] * 4 + [750.] * 2 + [680.] * 3) * wavenumber
H2_mode, H2_rotation = 4160. * wavenumber, 59.3 * wavenumber
inertia = 8 / 3 * mass_H * bond_length**2
SnH4_rotation = h**2 / (8 * np.pi**2 * inertia)

# Operating and kinetic inputs
T0, p_H2, p_H = 300.0, 1.0 * torr, 1e-4 * torr
add_prob, abstract_prob = 0.10, 0.50
loss_barrier, attempt_rate = 0.90 * eV, 1e13
transport_length, collision_diameter = 0.05, 0.36e-9
ion_energy = 20 * eV
plate_thickness, plate_conductivity = 0.01, 1.3


def mu_gas(energy, mass, internal, T, p):
    translation = (2 * np.pi * mass * k * T / h**2)**1.5 * k * T / p
    return energy - k * T * np.log(translation * internal)


J_levels = np.arange(25)
J_energies = H2_rotation * J_levels * (J_levels + 1)
J_weights = (2 * J_levels + 1) * np.where(J_levels % 2, 3, 1) / 4


def mu_H2(T, p):
    rotation = np.sum(J_weights * np.exp(-J_energies / (k * T)))
    vibration = 1 / (1 - np.exp(-H2_mode / (k * T)))
    return mu_gas(0.0, mass_H2, rotation * vibration, T, p)


def mu_H(T, p):
    return mu_gas(H2_bond_energy / 2, mass_H, 2.0, T, p)


def rotation_SnH4(T):
    return np.sqrt(np.pi) / 12 * (k * T / SnH4_rotation)**1.5


def mu_SnH4(T, p, energy=formation_energy):
    vibration = np.prod(1 / (1 - np.exp(-SnH4_modes / (k * T))))
    return mu_gas(energy, mass_SnH4, rotation_SnH4(T) * vibration, T, p)


def debye_function(x):
    return 3 / x**3 * quad(lambda t: t**3 / np.expm1(t) if t else 0., 0, x)[0]


def mu_tin(T):
    x = debye_temperature / T
    return k * T * (3 * np.log(-np.expm1(-x)) - debye_function(x))


def standard_gibbs(T):
    return (mu_SnH4(T, p_standard) - mu_tin(T)
            - 2 * mu_H2(T, p_standard))


def equilibrium_pressure(T, p, energy=formation_energy):
    dG = (mu_SnH4(T, p_standard, energy) - mu_tin(T)
          - 2 * mu_H2(T, p_standard))
    return p**2 / p_standard * np.exp(-dG / (k * T))


def impingement(p, mass, T):
    return p / np.sqrt(2 * np.pi * mass * k * T)


def removal_yield(a, b, loss_per_hit):
    r = (b + loss_per_hit) / a
    return a / (4 + 3 * r + 2 * r**2 + r**3)


# Mass action against an explicit canonical sum over molecule numbers
total_H2, trial_energy = 4000, -0.15 * eV
volume = total_H2 * k * T0 / p_standard
N = np.arange(total_H2 // 2 + 1)
ln_z2 = -mu_H2(T0, p_standard) / (k * T0) + np.log(p_standard / (k * T0))
ln_z4 = (-mu_SnH4(T0, p_standard, trial_energy) / (k * T0)
         + np.log(p_standard / (k * T0)))
ln_weight = (N * (ln_z4 + np.log(volume) + mu_tin(T0) / (k * T0))
             + (total_H2 - 2 * N) * (ln_z2 + np.log(volume))
             - gammaln(N + 1) - gammaln(total_H2 - 2 * N + 1))
weight = np.exp(ln_weight - ln_weight.max())
mean_N = np.sum(N * weight) / np.sum(weight)
p2_sum = (total_H2 - 2 * mean_N) * k * T0 / volume
p4_sum = mean_N * k * T0 / volume
# Finite particle number leaves corrections of order 1/mean_N.
assert abs(p4_sum / equilibrium_pressure(T0, p2_sum, trial_energy) - 1) < 0.02

# Reaction enthalpy from free energy against mean energies
dT = 0.1
reaction_H = -T0**2 * (standard_gibbs(T0 + dT) / (T0 + dT)
                      - standard_gibbs(T0 - dT) / (T0 - dT)) / (2 * dT)
rot_boltz = J_weights * np.exp(-J_energies / (k * T0))
H2_enthalpy = (2.5 * k * T0 + np.sum(J_energies * rot_boltz) / np.sum(rot_boltz)
               + H2_mode / np.expm1(H2_mode / (k * T0)))
SnH4_enthalpy = (formation_energy + 4 * k * T0
                 + np.sum(SnH4_modes / np.expm1(SnH4_modes / (k * T0))))
tin_enthalpy = 3 * k * T0 * debye_function(debye_temperature / T0)
direct_H = SnH4_enthalpy - tin_enthalpy - 2 * H2_enthalpy
assert abs(reaction_H - direct_H) < 1e-5 * eV
reaction_G = standard_gibbs(T0)
reaction_S = (reaction_H - reaction_G) / T0
assert reaction_H > 0 and reaction_S < 0

# Classical rotation of SnH4 against a sum of spherical-top levels
j = np.arange(150)
level_sum = np.sum((2 * j + 1)**2
                   * np.exp(-SnH4_rotation * j * (j + 1) / (k * T0))) / 12
assert abs(level_sum / rotation_SnH4(T0) - 1) < 0.005

# Impingement formula against the one-sided Maxwell velocity average
velocity_average = quad(lambda x: x * np.exp(-x*x/2) / np.sqrt(2*np.pi),
                        0, 12)[0]
flux_quadrature = p_H / (k*T0) * np.sqrt(k*T0/mass_H) * velocity_average
flux_H = impingement(p_H, mass_H, T0)
assert abs(flux_quadrature / flux_H - 1) < 1e-8


# Removing incident product must not raise emission from a reversible surface
def stationary(rates):
    generator = rates.copy()
    np.fill_diagonal(generator, 0.0)
    np.fill_diagonal(generator, -generator.sum(axis=1))
    system = generator.T.copy()
    system[-1] = 1.0
    rhs = np.zeros(len(rates))
    rhs[-1] = 1.0
    return np.linalg.solve(system, rhs)


rng = np.random.default_rng(42)
emission_ratios = []
for _ in range(400):
    population = np.exp(1.5 * rng.normal(size=5))
    population /= population.sum()
    links = np.exp(1.5 * rng.normal(size=(5, 5)))
    rates = (links + links.T) / population[:, None]
    emission = np.exp(2 * rng.normal())
    rates[0, 1] += emission
    with_product = rates.copy()
    with_product[1, 0] += emission * population[0] / population[1]
    occupied_eq = stationary(with_product)
    assert np.allclose(occupied_eq, population, atol=1e-8)
    emission_ratios.append(stationary(rates)[0] / occupied_eq[0])
assert max(emission_ratios) <= 1 + 1e-8

# Atom-driven yield against mean first-passage times
tin_number = tin_density / mass_Sn
site_area = tin_number**(-2 / 3)
hits = flux_H * site_area


def thermal_loss(T):
    return attempt_rate * np.exp(-loss_barrier / (k * T))


def yield_at(T, flux=flux_H):
    return removal_yield(add_prob, abstract_prob,
                         thermal_loss(T) / (flux * site_area))


temperatures = [300., 350., 400., 450.]
for T in temperatures:
    up = add_prob * hits
    down = abstract_prob * hits + thermal_loss(T)
    passage = np.zeros((4, 4))
    for state in range(4):
        passage[state, state] = up + (down if state else 0)
        if state < 3:
            passage[state, state + 1] = -up
        if state:
            passage[state, state - 1] = -down
    mean_time = np.linalg.solve(passage, np.ones(4))[0]
    assert abs(1 / (hits * mean_time) / yield_at(T) - 1) < 1e-7
yields = [yield_at(T) for T in temperatures]
assert all(x > y for x, y in zip(yields, yields[1:]))


def flux_order(T):
    step = 1e-3
    high, low = flux_H * np.exp(step), flux_H * np.exp(-step)
    return np.log(high * yield_at(T, high)
                  / (low * yield_at(T, low))) / (2 * step)


assert abs(flux_order(300.) - 1) < 0.01 and flux_order(450.) > 2

# Maximum collision transfer against an integrated head-on collision
transfer = 4 * mass_H * mass_Sn / (mass_H + mass_Sn)**2
m1, m2 = mass_H / amu, mass_Sn / amu


def collision(t, y):
    force = 100 * np.exp(-(y[1] - y[0]))
    return [y[2], y[3], -force / m1, force / m2]


track = solve_ivp(collision, (0, 40), [0, 20, np.sqrt(2 / m1), 0],
                  rtol=1e-9, atol=1e-11)
assert abs(0.5 * m2 * track.y[3, -1]**2 / transfer - 1) < 1e-4
assert ion_energy * transfer < tin_binding

# Hard-sphere diffusion against the relative-speed momentum-transfer integral
gas_number = p_H2 / (k * T0)
reduced_mass = mass_H2 * mass_SnH4 / (mass_H2 + mass_SnH4)
diffusion = (3 / (8 * gas_number * collision_diameter**2)
             * np.sqrt(k * T0 / (2 * np.pi * reduced_mass)))
cubic_speed = quad(lambda x: np.sqrt(2/np.pi) * x**5 * np.exp(-x*x/2),
                   0, 14)[0]
friction_rate = (gas_number * np.pi * collision_diameter**2
                 * np.sqrt(k*T0/reduced_mass) * cubic_speed / 3)
assert abs(k*T0/(reduced_mass*friction_rate)/diffusion - 1) < 1e-7

# Redeposition formula against a discretised diffusion problem
mean_speed = np.sqrt(8 * k * T0 / (np.pi * mass_SnH4))


def net_fraction(sticking):
    return 1 / (1 + sticking * mean_speed * transport_length / (4*diffusion))


cells = 40
conductance = diffusion * cells / transport_length
for sticking in (1e-4, 0.1):
    matrix = np.zeros((cells, cells))
    for cell in range(cells):
        matrix[cell, cell] = 2 * conductance
        if cell:
            matrix[cell, cell - 1] = -conductance
        if cell < cells - 1:
            matrix[cell, cell + 1] = -conductance
    matrix[0, 0] = conductance + sticking * mean_speed / 4
    source = np.zeros(cells)
    source[0] = 1.0
    density = np.linalg.solve(matrix, source)
    outflow = conductance * density[-1]
    assert abs(outflow / net_fraction(sticking) - 1) < 1e-8

# Worked example and size of neglected effects
p_eq = equilibrium_pressure(T0, p_H2)
cap = impingement(p_eq, mass_SnH4, T0)
p_eq_hot = equilibrium_pressure(450., p_H2)
cap_hot = impingement(p_eq_hot, mass_SnH4, 450.)
tin_flux = flux_H * yields[0]
film_rate = tin_flux / tin_number
p_product = tin_flux * transport_length / diffusion * k * T0
atom_gibbs = mu_SnH4(T0, p_product) - mu_tin(T0) - 4 * mu_H(T0, p_H)
H2_gibbs = mu_SnH4(T0, p_product) - mu_tin(T0) - 2 * mu_H2(T0, p_H2)
assert atom_gibbs < 0 < H2_gibbs
assert cap < 1e-20 * tin_flux
assert cap_hot < 1e-6 * flux_H * yields[-1]
break_even = formation_energy - k * T0 * np.log(tin_flux / cap)
cap_check = impingement(equilibrium_pressure(T0, p_H2, break_even),
                        mass_SnH4, T0)
assert abs(cap_check / tin_flux - 1) < 1e-8


def thermal_atom_pressure(T):
    dG = 2 * mu_H(T, p_standard) - mu_H2(T, p_standard)
    return np.sqrt(p_standard * p_H2 * np.exp(-dG / (k * T)))


filament_T = brentq(lambda T: np.log(thermal_atom_pressure(T) / p_H), 500, 2500)
heat_flux = flux_H * H2_bond_energy / 2
heating = heat_flux * plate_thickness / plate_conductivity
free_path = 3 * diffusion / mean_speed

print(f"H2 pressure: {p_H2/torr:.3g} Torr")
print(f"H atom pressure: {p_H/torr:.1e} Torr")
print(f"Gas and mirror temperature: {T0:.0f} K")
print(f"Rough SnH4 formation energy, 0 K: {formation_energy/eV:.2f} eV")
print(f"Rough H2 bond energy, 0 K: {H2_bond_energy/eV:.2f} eV")
print(f"Rough tin Debye temperature: {debye_temperature:.0f} K")
print(f"Rough Sn-H bond length: {bond_length*1e9:.3f} nm")
print(f"Reaction enthalpy with H2: {reaction_H/eV:.3f} eV")
print(f"Reaction entropy with H2: {reaction_S/eV*1000:.3f} meV/K")
print(f"Standard Gibbs energy with H2: {reaction_G/eV:.3f} eV")
print(f"Equilibrium SnH4 pressure: {p_eq/torr:.2e} Torr")
print(f"H2-only tin flux cap: {cap/1e4:.2e} cm^-2 s^-1")
print(f"Cap, mean wait per SnH4 from 1 m^2: {1/cap/year:.2e} years")
print(f"Cap, time to remove 1 nm: {tin_number*1e-9/cap/year:.2e} years")
print(f"H2-only flux cap at 450 K: {cap_hot/1e4:.2e} cm^-2 s^-1")
print(f"Random surfaces, least emission ratio: {min(emission_ratios):.3f}")
print(f"Random surfaces, largest emission ratio: {max(emission_ratios):.3f}")
print(f"Thermal H pressure at 300 K: {thermal_atom_pressure(T0)/torr:.2e} Torr")
print(f"Temperature for chosen H pressure: {filament_T:.0f} K")
print(f"Addition probability a: {add_prob:.2f}")
print(f"Abstraction probability b: {abstract_prob:.2f}")
print(f"Thermal loss barrier: {loss_barrier/eV:.2f} eV")
print(f"Thermal loss attempt rate: {attempt_rate:.1e} s^-1")
print(f"Tin number density: {tin_number/1e6:.3e} cm^-3")
print(f"Incident H flux: {flux_H/1e4:.3e} cm^-2 s^-1")
print(f"H hits per tin site: {hits:.1f} s^-1")
print(f"Thermal H loss at 300 K: {thermal_loss(T0):.2e} s^-1")
for T, y in zip(temperatures, yields):
    print(f"Tin yield per H at {T:.0f} K: {y:.3e}")
print(f"H hits per removed Sn at 300 K: {1/yields[0]:.0f}")
print(f"Removed tin flux at 300 K: {tin_flux/1e4:.3e} cm^-2 s^-1")
print(f"Tin removal rate at 300 K: {film_rate*1e9*60:.3f} nm/min")
print(f"Time to remove 1 nm with H: {1e-9/film_rate:.1f} s")
print(f"Tin removal rate at 450 K: {flux_H*yields[-1]/tin_number*6e10:.2e} nm/min")
print(f"Rate exponent in H flux at 300 K: {flux_order(300.):.3f}")
print(f"Rate exponent in H flux at 450 K: {flux_order(450.):.3f}")
print(f"SnH4 pressure at surface: {p_product/torr:.2e} Torr")
print(f"Gibbs energy with H at these pressures: {atom_gibbs/eV:.3f} eV")
print(f"Gibbs energy with H2 at these pressures: {H2_gibbs/eV:.3f} eV")
print(f"Break-even formation energy: {break_even/eV:.3f} eV")
print(f"Rough tin binding energy: {tin_binding/eV:.2f} eV")
print(f"Maximum proton energy fraction transferred: {transfer:.4f}")
print(f"Transfer from {ion_energy/eV:.0f} eV proton: {ion_energy*transfer/eV:.3f} eV")
print(f"Proton energy to transfer binding: {tin_binding/transfer/eV:.1f} eV")
print(f"Distance to purge flow: {transport_length*100:.1f} cm")
print(f"Rough collision diameter: {collision_diameter*1e9:.2f} nm")
print(f"SnH4 diffusion coefficient: {diffusion*1e4:.1f} cm^2/s")
print(f"SnH4 mean thermal speed: {mean_speed:.1f} m/s")
print(f"Transport mean free path / length: {free_path/transport_length:.4f}")
print(f"Net fraction at sticking 1e-4: {net_fraction(1e-4):.4f}")
print(f"Net fraction at sticking 0.1: {net_fraction(0.1):.4f}")
print(f"Maximum recombination heat: {heat_flux/1e4:.4f} W/cm^2")
print(f"Rise across {plate_thickness*1000:.0f} mm at {plate_conductivity:.1f} W/(m K): {heating:.2f} K")
print(f"Tin yield after this heating: {yield_at(T0+heating):.3e}")
print("every check passed")
```

Printed output:

```
H2 pressure: 1 Torr
H atom pressure: 1.0e-04 Torr
Gas and mirror temperature: 300 K
Rough SnH4 formation energy, 0 K: 1.80 eV
Rough H2 bond energy, 0 K: 4.48 eV
Rough tin Debye temperature: 150 K
Rough Sn-H bond length: 0.171 nm
Reaction enthalpy with H2: 1.679 eV
Reaction entropy with H2: -0.863 meV/K
Standard Gibbs energy with H2: 1.937 eV
Equilibrium SnH4 pressure: 3.80e-36 Torr
H2-only tin flux cap: 6.95e-16 cm^-2 s^-1
Cap, mean wait per SnH4 from 1 m^2: 4.56e+03 years
Cap, time to remove 1 nm: 1.69e+23 years
H2-only flux cap at 450 K: 1.12e-06 cm^-2 s^-1
Random surfaces, least emission ratio: 0.144
Random surfaces, largest emission ratio: 1.000
Thermal H pressure at 300 K: 1.11e-34 Torr
Temperature for chosen H pressure: 1379 K
Addition probability a: 0.10
Abstraction probability b: 0.50
Thermal loss barrier: 0.90 eV
Thermal loss attempt rate: 1.0e+13 s^-1
Tin number density: 3.703e+22 cm^-3
Incident H flux: 2.020e+17 cm^-2 s^-1
H hits per tin site: 181.8 s^-1
Thermal H loss at 300 K: 7.60e-03 s^-1
Tin yield per H at 300 K: 5.154e-04
Tin yield per H at 350 K: 5.000e-04
Tin yield per H at 400 K: 1.772e-04
Tin yield per H at 450 K: 7.333e-07
H hits per removed Sn at 300 K: 1940
Removed tin flux at 300 K: 1.041e+14 cm^-2 s^-1
Tin removal rate at 300 K: 1.687 nm/min
Time to remove 1 nm with H: 35.6 s
Tin removal rate at 450 K: 2.40e-03 nm/min
Rate exponent in H flux at 300 K: 1.000
Rate exponent in H flux at 450 K: 3.668
SnH4 pressure at surface: 4.02e-05 Torr
Gibbs energy with H at these pressures: -5.286 eV
Gibbs energy with H2 at these pressures: 1.847 eV
Break-even formation energy: 0.063 eV
Rough tin binding energy: 3.10 eV
Maximum proton energy fraction transferred: 0.0334
Transfer from 20 eV proton: 0.668 eV
Proton energy to transfer binding: 92.8 eV
Distance to purge flow: 5.0 cm
Rough collision diameter: 0.36 nm
SnH4 diffusion coefficient: 402.2 cm^2/s
SnH4 mean thermal speed: 227.5 m/s
Transport mean free path / length: 0.0106
Net fraction at sticking 1e-4: 0.9930
Net fraction at sticking 0.1: 0.1239
Maximum recombination heat: 0.0725 W/cm^2
Rise across 10 mm at 1.3 W/(m K): 5.58 K
Tin yield after this heating: 5.153e-04
every check passed
```
